\section*{Counting independent elements of the J tensor from nuclear pair symmetry}

\section{Result}

Two nuclei $A$ and $B$ carry magnetic moments $\mathbf m_A$ and $\mathbf m_B$. The electrons couple them through the energy
\begin{equation}
E_{AB}=\mathbf m_A^{T}K\,\mathbf m_B,\qquad
K_{ij}=\left.\frac{\partial^2E}{\partial m_{A,i}\,\partial m_{B,j}}\right|_{0}.
\label{energy}
\end{equation}
With $\mathbf m=\gamma\mathbf I$ and dimensionless spins $\mathbf I$, the coupling tensor in frequency units is $J=\gamma_A\gamma_BK/h$. It has the same symmetry as $K$, a real $3\times3$ matrix with nine elements before symmetry is used.

\paragraph{Assumptions.} The nuclei are clamped, the electronic state is a nondegenerate closed-shell singlet, and there is no external field. The mixed derivative in (\ref{energy}) is then single-valued. Only this term, linear in each moment, is needed; the self-energy of a point dipole, quadratic in one moment, diverges and is left out. Put the origin at the midpoint of the pair and the $z$ axis through both nuclei. The pair group $G$ contains the orthogonal matrices $R$ that map the nuclear framework, positions and charges, onto itself and the set $\{A,B\}$ onto itself. Let $s=+1$ if $R$ fixes each nucleus and $s=-1$ if it exchanges them.

\paragraph{Theorem.} The spatial symmetry allows
\begin{equation}
N=\frac1{|G|}\left[\sum_{s=+1}(\operatorname{tr}R)^2+\sum_{s=-1}\operatorname{tr}R^2\right]
\label{count}
\end{equation}
independent elements. Write $K=S+A$, with $S$ symmetric and $A_{ij}=\sum_k\epsilon_{ijk}a_k$ antisymmetric. Then:
\begin{enumerate}
\item $a_z$ is allowed if and only if every operation in $G$ is a proper rotation.
\item A component of $\mathbf a$ perpendicular to $z$ is allowed if and only if $G$ leaves some polar direction perpendicular to $z$ invariant.
\item Taken alone, an exchanging inversion leaves $6$ symmetric and $0$ antisymmetric elements; an exchanging mirror plane or twofold axis leaves $4$ and $2$.
\end{enumerate}
Equivalence of the nuclei therefore does not by itself make the tensor symmetric. For an infinite group, as in a linear molecule, the average in (\ref{count}) still runs over all operations, including reflections and any exchanges, with the sum over the continuous angle replaced by an integral.

\section{How the tensor transforms}

\paragraph{Lemma 1.} Every $R$ in $G$ has the form
\begin{equation}
R=\begin{pmatrix}Q&0\\0&s\end{pmatrix},\qquad Q^TQ=1,\qquad \det R=s\det Q .
\label{block}
\end{equation}

\emph{Proof.} An operation that maps the pair onto itself preserves its midpoint. It sends the vector from the midpoint to $A$ either to itself or to its negative, so $R\hat{\mathbf z}=s\hat{\mathbf z}$. This fixes the third column. Multiplication by $R^T$ gives $R^T\hat{\mathbf z}=s\hat{\mathbf z}$, which fixes the third row. The remaining block is orthogonal because $R$ is. $\square$

\paragraph{Lemma 2.} Symmetry requires
\begin{equation}
K=RKR^T\quad(s=+1),\qquad K=RK^TR^T\quad(s=-1).
\label{constraints}
\end{equation}

\emph{Proof.} A magnetic moment transforms like the cross product in a current loop. Since $(R\mathbf u)\times(R\mathbf v)=\det(R)\,R(\mathbf u\times\mathbf v)$, the rule is $\mathbf m\to\eta R\mathbf m$ with $\eta=\det R=\pm1$. Transforming electrons, nuclei and moments together leaves the energy unchanged.

If $R$ fixes both nuclei, the transformed moments stay on their own nuclei:
\begin{align}
\mathbf m_A^TK\mathbf m_B
&=(\eta R\mathbf m_A)^TK(\eta R\mathbf m_B)\nonumber\\
&=\eta^2\,\mathbf m_A^TR^TKR\,\mathbf m_B .
\end{align}
Here $\eta^2=1$ and the moments are arbitrary, so $K=R^TKR$. Multiplication by $R$ on the left and $R^T$ on the right gives the first rule.

If $R$ exchanges the nuclei, the transformed moment of $B$ sits on $A$, and conversely:
\begin{align}
\mathbf m_A^TK\mathbf m_B
&=(\eta R\mathbf m_B)^TK(\eta R\mathbf m_A)\nonumber\\
&=\mathbf m_A^TR^TK^TR\,\mathbf m_B .
\end{align}
The last line uses the fact that a number equals its transpose. Thus $K=R^TK^TR$, or $RKR^T=K^T$. Transposing gives $K=RK^TR^T$. $\square$

Equality of mixed derivatives gives $K^{BA}=(K^{AB})^T$ for any pair. This relates two labellings of the same energy; a restriction on $K^{AB}$ appears when a spatial operation carries one labelling into the other. An operation that moves the pair to a different pair relates two tensors. It can restrict either one only through products of operations that bring the pair back to itself, and these products already belong to $G$.

\section{Symmetric and antisymmetric parts}

Transposition leaves $S$ unchanged and reverses $A$. Both lines of (\ref{constraints}) therefore become
\begin{equation}
S=RSR^T,\qquad A=s\,RAR^T .
\label{parts}
\end{equation}
Exchange enters only through the sign in the antisymmetric equation. To express this as a condition on $\mathbf a$, use the determinant identity $\sum_{pq}R_{ip}R_{jq}\epsilon_{pqk}=\det(R)\sum_l\epsilon_{ijl}R_{lk}$:
\begin{align}
(RAR^T)_{ij}&=\sum_{pqk}R_{ip}R_{jq}\epsilon_{pqk}a_k\nonumber\\
&=\det(R)\sum_l\epsilon_{ijl}(R\mathbf a)_l .
\end{align}
Hence $\mathbf a=s\det(R)R\mathbf a$. Lemma 1 gives $s\det R=s^2\det Q=\det Q$, so
\begin{equation}
\mathbf a_\perp=\det(Q)\,Q\mathbf a_\perp,\qquad
a_z=s\det(Q)\,a_z=\det(R)\,a_z .
\label{avector}
\end{equation}
The second equation proves item 1: one improper operation forces $a_z=0$, while proper operations leave it free.

For item 2 define $\mathbf u=\hat{\mathbf z}\times\mathbf a_\perp=P\mathbf a_\perp$, where $P$ is the planar rotation through $90^\circ$. Planar rotations commute with $P$, and planar reflections anticommute with it, so $QP=\det(Q)PQ$. Applying $P$ to (\ref{avector}) gives
\begin{equation}
\mathbf u=\det(Q)PQ\mathbf a_\perp=QP\mathbf a_\perp=Q\mathbf u .
\label{polar}
\end{equation}
This is the condition for an invariant polar vector perpendicular to the pair axis. The map between $\mathbf a_\perp$ and $\mathbf u$ is invertible, which proves item 2.

The antisymmetric energy, in terms of the moments, is
\begin{equation}
\sum_{ijk}\epsilon_{ijk}a_km_{A,i}m_{B,j}=\mathbf a\cdot(\mathbf m_A\times\mathbf m_B).
\end{equation}
It favours one sense of turning from $\mathbf m_A$ to $\mathbf m_B$. A framework whose pair group contains only proper rotations can define that sense about the pair axis, even when the molecule as a whole is achiral, as for two gauche protons in staggered ethane; a framework with a polar side can define it about a perpendicular axis.

\section{What each exchanging operation removes}

Let $\mathbf v=(S_{xz},S_{yz})^T$ and let $S_\perp$ be the upper $2\times2$ block of $S$. Equation (\ref{parts}) reads
\begin{equation}
S_\perp=QS_\perp Q^T,\qquad \mathbf v=sQ\mathbf v,\qquad S_{zz}=S_{zz}.
\label{sblocks}
\end{equation}
For an exchange $s=-1$, and $Q$ is either a planar rotation or a planar reflection. This gives four cases.

\paragraph{Perpendicular mirror $\sigma_h$.} Here $Q=1$. The condition $\mathbf v=-\mathbf v$ removes $S_{xz}$ and $S_{yz}$. Equation (\ref{avector}) leaves $\mathbf a_\perp$ free and gives $a_z=-a_z$, so $A_{xy}$ is removed. The count is $4+2$.

\paragraph{Inversion $i$.} Here $Q=-1$ and $\det Q=1$. The condition on $\mathbf v$ is $\mathbf v=\mathbf v$, and $S_\perp$ is also unrestricted. But $\mathbf a_\perp=-\mathbf a_\perp$ and $a_z=-a_z$. All three antisymmetric elements vanish, leaving $6+0$.

\paragraph{Perpendicular twofold axis.} Put it along $x$, so $Q=\operatorname{diag}(1,-1)$. The first two conditions in (\ref{sblocks}) remove $S_{xy}$ and $S_{xz}$. Since $\det Q=-1$,
\begin{equation}
(a_x,a_y,a_z)=(-a_x,a_y,a_z).
\end{equation}
Thus $A_{yz}=a_x$ is removed, while $A_{zx}=a_y$ and $A_{xy}=a_z$ survive. The count is $4+2$.

\paragraph{Other improper rotations about $z$.} Here $Q$ rotates through an angle $\varphi$ that is not a multiple of $\pi$. Neither $Q$ nor $-Q$ has a fixed vector, so $\mathbf a_\perp=0$ and $\mathbf v=0$. The pair $(S_{xx}-S_{yy})/2$, $S_{xy}$ rotates through $2\varphi$ and must also vanish. Finally $a_z=-a_z$. The survivors are $S_{xx}=S_{yy}$ and $S_{zz}$, a count of $2+0$. An exchanging $S_4$ operation is an example.

The first three operations satisfy $R^2=1$. Each removes three of the nine elements, but distributes the loss differently between $S$ and $A$. This proves item 3.

\section{Proof of the counting formula}

Define $T_R(K)=RKR^T$ for fixing operations and $T_R(K)=RK^TR^T$ for exchanging ones. Transposition commutes with $M\mapsto RMR^T$, and two exchanges make a fixing operation, so $T_RT_{R'}=T_{RR'}$. Form
\begin{equation}
\mathcal P=\frac1{|G|}\sum_{R\in G}T_R .
\end{equation}
Multiplication by a group element reorders the sum, so $T_R\mathcal P=\mathcal P$ and $\mathcal P^2=\mathcal P$. Every matrix in the image satisfies all constraints, and every matrix satisfying them is unchanged by $\mathcal P$. Thus $\mathcal P$ projects onto the allowed space, and its trace is the dimension $N$.

For a fixing operation, $K'_{ij}=\sum_{pq}R_{ip}R_{jq}K_{pq}$. The coefficient of $K_{ij}$ is $R_{ii}R_{jj}$, hence
\begin{equation}
\operatorname{tr}T_R=\sum_{ij}R_{ii}R_{jj}=(\operatorname{tr}R)^2 .
\end{equation}
For an exchange, $K'_{ij}=\sum_{pq}R_{ip}R_{jq}K_{qp}$. The coefficient of $K_{ij}$ has $q=i$ and $p=j$, hence
\begin{equation}
\operatorname{tr}T_R=\sum_{ij}R_{ij}R_{ji}=\operatorname{tr}R^2 .
\end{equation}
Averaging proves (\ref{count}).

The separate counts follow from the same traces. Let $\sigma_R$ and $\alpha_R$ be the traces of $M\mapsto RMR^T$ on symmetric and antisymmetric matrices. Without transposition the total is $\sigma_R+\alpha_R=(\operatorname{tr}R)^2$; with it the total is $\sigma_R-\alpha_R=\operatorname{tr}R^2$. Therefore
\begin{align}
N_S&=\frac1{|G|}\sum_R\frac{(\operatorname{tr}R)^2+\operatorname{tr}R^2}{2},\\
N_A&=\frac1{|G|}\sum_Rs\,\frac{(\operatorname{tr}R)^2-\operatorname{tr}R^2}{2}.
\end{align}
For one exchanging operation with $R^2=1$, together with the identity, $N=(9+3)/2=6$. $\square$

\section{All pair groups}

Suppose first that some $Q$ is a rotation through an angle that is not a multiple of $\pi$. The argument used for improper rotations gives $S_{xx}=S_{yy}$, $S_{xy}=0$, $\mathbf v=0$ and $\mathbf a_\perp=0$ for either sign of $s$. Two symmetric elements remain. By item 1, $a_z$ is added if $G$ is purely proper. Thus $N=3$ for $C_n$ and $D_n$ with $n\geq3$, and $N=2$ for the other groups of this kind, including $S_4$, $D_{2d}$ and those of linear molecules.

Otherwise each rotational $Q$ is $\pm1$. Two reflections in the plane multiply to a rotation through twice the angle between their lines, so these lines must coincide or be perpendicular. Axes can then be chosen so that every operation is $R=\operatorname{diag}(q_1,q_2,s)$, with entries $\pm1$. The diagonal elements of $S$ are free, and the others acquire the signs
\begin{equation}
\begin{array}{c|cccccc}
\text{element}&S_{xy}&S_{xz}&S_{yz}&A_{yz}&A_{zx}&A_{xy}\\ \hline
\text{sign}&q_1q_2&sq_1&sq_2&q_2&q_1&sq_1q_2
\end{array}
\label{signs}
\end{equation}
An element survives if its sign is $+1$ for every operation. The resulting groups, up to interchange of $x$ and $y$, are:
\begin{center}
\begin{tabular}{lcl}
Pair group & $N_S+N_A$ & Off-diagonal survivors\\ \hline
$C_1$ & $6+3$ & all\\
$C_s$, plane $xz$ & $4+1$ & $S_{xz},A_{zx}$\\
$C_2$ along $z$ & $4+1$ & $S_{xy},A_{xy}$\\
$C_{2v}$ along $z$ & $3+0$ & none\\
$C_i$ & $6+0$ & $S_{xy},S_{xz},S_{yz}$\\
$C_s$, plane $xy$ & $4+2$ & $S_{xy},A_{yz},A_{zx}$\\
$C_2$ along $x$ & $4+2$ & $S_{yz},A_{zx},A_{xy}$\\
$C_{2h}$ along $z$ & $4+0$ & $S_{xy}$\\
$C_{2h}$ along $x$ & $4+0$ & $S_{yz}$\\
$C_{2v}$ along $x$ & $3+1$ & $A_{zx}$\\
$D_2$ & $3+1$ & $A_{xy}$\\
$D_{2h}$ & $3+0$ & none
\end{tabular}
\end{center}

In pyramidal ammonia, a pair of protons has just the exchanging mirror in its pair group. Its tensor has six allowed elements; the molecular threefold axis moves this pair to another. In twisted hydrogen peroxide the proton pair has $C_2$ symmetry and a $4+2$ tensor. In the planar trans form the group becomes $C_{2h}$, inversion is present, and the tensor is $4+0$.

The carbon pair in staggered ethane has $D_{3d}$ symmetry and two elements. Torsion to an angle between staggered and eclipsed leaves $D_3$ and permits $a_z$ as a third. Reflection in a plane containing the pair axis produces the mirror-image conformation. Since $\mathbf a'=\det(R)R\mathbf a$ for this fixing operation, $a'_z=-a_z$: the two conformations have opposite values.

\section{The proton pair in water}

Let $x$ point from oxygen towards the midpoint of the protons, with $A$ at positive $z$. The pair group consists of the identity, the molecular plane $xz$, the exchanging plane $xy$ and the exchanging twofold axis $x$. Equation (\ref{count}) gives
\begin{equation}
N=\frac{9+1+3+3}{4}=4 .
\end{equation}
The allowed elements are $J_{xx}$, $J_{yy}$, $J_{zz}$ and $J_{zx}=-J_{xz}$.

For a numerical case take an OH length of $0.96$~\AA\ and an angle of $104.5^\circ$. The tensor was calculated by restricted Hartree--Fock linear response in the uncontracted cc-pVDZ basis. The proton moment per unit spin is its $g$ factor divided by twice the proton--electron mass ratio, $\gamma=1.5210\times10^{-3}$ atomic units. With $\alpha$ the fine-structure constant, the conversion is $J=(43.166\ \mathrm{Hz})\,K/\alpha^4$, where $K/\alpha^4$ is in atomic units.

The moments act on electron spin through Fermi contact (FC) and spin-dipolar (SD) terms. They act on orbital motion through a paramagnetic response (PSO) and a diamagnetic expectation value (DSO), the latter integrated on an atom-centred grid. In hertz, the contributions are
\begin{center}
\begin{tabular}{lrrrr}
 & $xx$ & $yy$ & $zz$ & $zx$\\ \hline
FC & $-16.99$ & $-16.99$ & $-16.99$ & $0.00$\\
FC--SD & $12.15$ & $-19.76$ & $7.61$ & $0.00$\\
SD & $3.65$ & $-2.17$ & $2.03$ & $2.35$\\
PSO & $21.21$ & $8.27$ & $-5.47$ & $-10.43$\\
DSO & $-19.80$ & $-14.20$ & $12.73$ & $11.25$\\ \hline
Total & $0.22$ & $-44.85$ & $-0.09$ & $3.17$
\end{tabular}
\end{center}
The second decimal keeps the sums visible; it is not a claim of physical accuracy. The antisymmetric component is
\begin{equation}
a_y^{(J)}=\frac{J_{zx}-J_{xz}}2=\frac{3.17-(-3.17)}2=3.17\ \mathrm{Hz}.
\end{equation}
Its three contributions are $2.35-10.43+11.25=3.17$~Hz. The two orbital terms largely cancel, leaving $0.82$~Hz, to which the spin-dipolar term adds.

The DSO term shows how the polar side of the molecule enters. A nuclear moment produces the vector potential $\alpha^2\mathbf m\times\mathbf r/r^3$ in atomic units. The diamagnetic energy operator is half the squared total potential in these units, so the factor of two in the cross term of the square cancels. The expectation value of this cross term, with electron density $\rho$ and $\mathbf r_A,\mathbf r_B$ measured from the nuclei, gives
\begin{equation}
K^{\mathrm{DSO}}_{ij}=\alpha^4\!\int\!\rho\,
\frac{\delta_{ij}\,\mathbf r_A\!\cdot\mathbf r_B-r_{B,i}r_{A,j}}{r_A^3r_B^3}\,d^3r .
\end{equation}
For proton separation $d$, the coordinates are $r_{A,z}=z-d/2$, $r_{B,z}=z+d/2$ and $r_{A,x}=r_{B,x}=x$. Thus
\begin{align}
a_y^{\mathrm{DSO}}&=\frac{K^{\mathrm{DSO}}_{zx}-K^{\mathrm{DSO}}_{xz}}2\nonumber\\
&=\frac{\alpha^4}{2}\int\rho\,\frac{-(z+d/2)x+x(z-d/2)}{r_A^3r_B^3}\,d^3r\nonumber\\
&=-\frac{\alpha^4d}{2}\int\frac{\rho\,x}{r_A^3r_B^3}\,d^3r .
\end{align}
Density on the oxygen side, $x<0$, contributes positively; density beyond the protons contributes negatively. The computed positive value shows that the oxygen side prevails in this weighted integral. A density symmetric under $x\to-x$ would give zero.

In an isotropic liquid, rapid rotation averages the tensor to one invariant under every rotation. Such a tensor is a multiple of the unit matrix, and its trace is preserved:
\begin{equation}
J_{\mathrm{iso}}=\frac{\operatorname{tr}J}{3}
=\frac{0.22-44.85-0.09}{3}=-14.91\ \mathrm{Hz}.
\end{equation}
The antisymmetric component, about one fifth of this magnitude in this basis, drops out of the average. These values omit electron correlation, relativity, vibration and solvent, and retain basis-set error. The antisymmetric component is sensitive to the basis: uncontracted cc-pVTZ gives $2.06$~Hz in place of $3.17$~Hz. The spin-dipolar part falls from $2.35$ to $1.68$~Hz and the PSO part moves from $-10.43$ to $-10.92$~Hz, while the DSO part changes by only about $0.05$~Hz. Larger sets (tight s and p functions on hydrogen, or cc-pVQZ without g functions) keep it between $2.0$ and $2.2$~Hz, and the orbital remainder falls from $0.82$~Hz to between $0.2$ and $0.4$~Hz. The diagonal elements are further from convergence, because the FC term samples the orbitals at the nucleus. It moves from $-16.99$~Hz to $-20.65$~Hz in uncontracted cc-pVTZ, and to $-24.9$~Hz when three tight s functions (exponents $225$, $1496$, $9950$) are added on each hydrogen. $J_{\mathrm{iso}}$ moves accordingly to $-17.5$ and $-21.7$~Hz, and $J_{yy}$ to $-48.8$ and $-55.3$~Hz. In these bases the antisymmetric component is about one tenth of $|J_{\mathrm{iso}}|$. The table illustrates the symmetry pattern; its entries are not converged values.

\section{Conditions and limits}

The theorem counts what symmetry permits. A permitted element can vanish accidentally, and an approximate model can impose further relations. A degenerate electronic state need not have the single-valued energy used in Lemma 2. A static external electric field or a surrounding nonmagnetic crystal must be included when the pair group is found. An external magnetic field lies outside the theorem: spatial operations that reverse the field, combined with time reversal, then also constrain the tensor.

Isotopic substitution changes the factors $\gamma_A\gamma_B$ but leaves the clamped-nucleus $K$ unchanged. Replacing one proton of water by a deuteron therefore rescales all four elements without adding a fifth. Vibrational averaging is different: unequal masses make the distribution of nuclear positions unsymmetrical under exchange, so the averaged tensor need not obey the exchange constraint.
